# Line width and frequency shift from Langevin friction

## What dimensions and time reversal allow

A harmonic vibration of angular frequency $\omega_0$, coupled to a Langevin thermostat, obeys

$$\ddot x=-\omega_0^2x-\gamma\dot x+\xi(t).$$

The friction force is $-m\gamma\dot x$, so $\gamma$ is the rate at which a free particle loses its velocity. The random acceleration $\xi$ has zero mean and no memory. The equation is linear, so the noise strength, and with it the temperature, sets the height of the spectrum but not its shape. Only two rates remain, $\gamma$ and $\omega_0$. A line width must therefore have the form $\gamma f(\gamma/\omega_0)$, and a ringing frequency the form $\omega_0h(\gamma/\omega_0)$.

Time reversal restricts $h$. Without noise, if $x(t)$ solves the equation with friction $\gamma$, then $x(-t)$ solves it with friction $-\gamma$, because $\dot x$ changes sign and $\ddot x$ does not. Running a damped oscillation backwards turns decay into growth but leaves the time between zero crossings unchanged. The ringing frequency is thus even in $\gamma$. Since it depends smoothly on $\gamma$ near zero, its first correction is of order $\gamma^2/\omega_0$.

The width follows from an energy balance. Friction removes energy at the rate $m\gamma\dot x^2$. Over one cycle of a weakly damped oscillator, the average of $m\dot x^2$ is twice the mean kinetic energy, which equals the total energy $E$. Hence $\dot E\approx-\gamma E$. Energy decays at the rate $\gamma$, and amplitude, which goes as $\sqrt E$, at $\gamma/2$. A correlation function $e^{-\gamma|t|/2}\cos\omega_0t$ has, for weak friction and near $\omega=\omega_0$, approximately the Fourier transform

$$\frac12\int_{-\infty}^{\infty}e^{-\gamma|t|/2}e^{i(\omega-\omega_0)t}\,dt=\frac{\gamma/2}{(\omega-\omega_0)^2+(\gamma/2)^2}.$$

This falls to half its maximum at $\omega-\omega_0=\pm\gamma/2$, so the full width is $\gamma$.

A wavenumber is an angular frequency divided by $2\pi c$. The width in wavenumbers is therefore

$$\Delta\tilde\nu=\frac{\gamma}{2\pi c}\approx5.31\ \mathrm{cm^{-1}}\quad\text{for}\quad\gamma=1\ \mathrm{ps^{-1}}.$$

Leaving out the $2\pi$ would give 33.4 cm$^{-1}$. The factor belongs there because $\gamma$, like $\omega_0$, multiplies time directly in the exponent.

This estimate leaves three questions: whether a thermostat acting on atoms gives a vibration the same $\gamma$, which spectrum has this width, and how large the corrections are.

## From atoms to a vibration

Let the thermostat act on every Cartesian coordinate $r_i$ with the same $\gamma$:

$$m_i\ddot r_i=F_i-m_i\gamma\dot r_i+R_i,\qquad \langle R_i(t)R_j(t')\rangle=2m_i\gamma k_BT\,\delta_{ij}\,\delta(t-t').$$

Near a minimum the forces are linear in the displacements $u_i$ from equilibrium. With $q_i=\sqrt{m_i}\,u_i$, division by $\sqrt{m_i}$ gives

$$\ddot q=-Dq-\gamma\dot q+\eta,\qquad \langle\eta_i(t)\eta_j(t')\rangle=2\gamma k_BT\,\delta_{ij}\,\delta(t-t'),$$

where $D$ is the mass-weighted Hessian. An orthogonal matrix $U$ diagonalizes $D$. In the coordinates $Q=U^Tq$ the friction is still $\gamma\dot Q$, because $\gamma$ multiplies the unit matrix, and the noise components stay independent, because $U^TU=1$. Each normal mode has the same friction $\gamma$, whatever its frequency.

For a diatomic molecule moving along its axis this can be seen directly. Let $x$ be the bond extension, $x=u_2-u_1$, and $k$ the force constant. Then

$$\ddot u_1=\frac{kx}{m_1}-\gamma\dot u_1+\frac{R_1}{m_1},\qquad \ddot u_2=-\frac{kx}{m_2}-\gamma\dot u_2+\frac{R_2}{m_2}.$$

Subtracting the first from the second, with $1/\mu=1/m_1+1/m_2$, gives

$$\ddot x=-\frac{k}{\mu}x-\gamma\dot x+\xi,\qquad \langle\xi(t)\xi(t')\rangle=\frac{2\gamma k_BT}{\mu}\,\delta(t-t').$$

The noise strengths add because $R_1$ and $R_2$ are independent: $2\gamma k_BT/m_1+2\gamma k_BT/m_2$. This is the one-dimensional equation with $\omega_0^2=k/\mu$ and $m=\mu$.

Equal friction matters. With different rates $\gamma_1$ and $\gamma_2$ the subtraction leaves $-\gamma_2\dot u_2+\gamma_1\dot u_1$. Let $V$ be the centre-of-mass velocity and $M=m_1+m_2$, so that $\dot u_1=V-m_2\dot x/M$ and $\dot u_2=V+m_1\dot x/M$. The friction term becomes

$$-\frac{m_1\gamma_2+m_2\gamma_1}{M}\,\dot x-(\gamma_2-\gamma_1)V,$$

and the bond is coupled to the motion of the whole molecule.

## Free ringing

The average of $x$ over the noise obeys the equation without $\xi$. Inserting $e^{st}$ gives

$$s^2+\gamma s+\omega_0^2=0,\qquad s=-\frac\gamma2\pm i\omega_1,\qquad \omega_1=\sqrt{\omega_0^2-\frac{\gamma^2}{4}},$$

for $\gamma<2\omega_0$. The real part confirms the amplitude decay rate $\gamma/2$. With $r=\gamma/\omega_0$ and $\sqrt{1-u}=1-u/2-u^2/8-\dots$ at $u=r^2/4$,

$$\omega_1=\omega_0\left(1-\frac{r^2}{8}-\frac{r^4}{128}-\dots\right),\qquad \omega_1-\omega_0\approx-\frac{\gamma^2}{8\omega_0}.$$

The linear term is absent, as time reversal requires. At leading order the shift divided by the width is $-r/8$, so for weak friction the ringing frequency moves by only a small part of the line width. At $\gamma=2\omega_0$ the ringing stops.

## The thermal spectrum

In the stationary state the second moments of $x$ and $v=\dot x$ do not change. White noise of strength $2\gamma k_BT/m$ adds $2\gamma k_BT/m$ per unit time to $\langle v^2\rangle$. Hence

$$\begin{aligned}
0&=\frac{d}{dt}\langle x^2\rangle=2\langle xv\rangle,\\
0&=\frac{d}{dt}\langle xv\rangle=\langle v^2\rangle-\omega_0^2\langle x^2\rangle-\gamma\langle xv\rangle,\\
0&=\frac{d}{dt}\langle v^2\rangle=-2\omega_0^2\langle xv\rangle-2\gamma\langle v^2\rangle+\frac{2\gamma k_BT}{m}.
\end{aligned}$$

The first line gives $\langle xv\rangle=0$, the third $\langle v^2\rangle=k_BT/m$, and the second $\langle x^2\rangle=k_BT/(m\omega_0^2)$. This is classical equipartition, independent of $\gamma$.

Define the power spectrum as the Fourier transform of the correlation function over all times, $S_x(\omega)=\int\langle x(t)x(0)\rangle e^{i\omega t}dt$, and likewise for $v$ and $\xi$. For a component $e^{-i\omega t}$ the equation of motion reads

$$(\omega_0^2-\omega^2-i\gamma\omega)\,x_\omega=\xi_\omega.$$

The noise spectrum is flat, $S_\xi=2\gamma k_BT/m$. Dividing by the squared modulus of the bracket gives $S_x$. Since $v_\omega=-i\omega x_\omega$, the velocity spectrum is $S_v=\omega^2S_x$:

$$S_v(\omega)=\frac{2\gamma k_BT}{m}\,\frac{\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}.$$

Dividing numerator and denominator by $\gamma^2\omega^2$ brings it to the form

$$S_v(\omega)=\frac{2k_BT}{m\gamma}\,\frac{1}{1+\left(\dfrac{\omega_0^2-\omega^2}{\gamma\omega}\right)^2}.$$

The maximum is where the squared term vanishes, at $\omega=\omega_0$ with no shift. Half the maximum is reached where that term equals one, $\omega^2-\omega_0^2=\pm\gamma\omega$. Each sign gives a quadratic equation with one positive root:

$$\omega_\pm=\sqrt{\omega_0^2+\frac{\gamma^2}{4}}\pm\frac\gamma2,\qquad \omega_+-\omega_-=\gamma.$$

The full width of the velocity line is exactly $\gamma$ within this model, for every $\gamma>0$, even when the oscillator no longer rings.

The peak lies at $\omega_0$ although the free oscillation has frequency $\omega_1$. The two are different quantities. For $t>0$ the noise is uncorrelated with the earlier velocity, so $\langle v(t)v(0)\rangle$ obeys the noise-free equation. Its initial value is $k_BT/m$ and its initial slope is $-\omega_0^2\langle xv\rangle-\gamma\langle v^2\rangle=-\gamma k_BT/m$. The solution is

$$\langle v(t)v(0)\rangle=\frac{k_BT}{m}e^{-\gamma t/2}\left(\cos\omega_1t-\frac{\gamma}{2\omega_1}\sin\omega_1t\right).$$

For $\gamma<2\omega_0$ it oscillates at $\omega_1$, but the sine term makes the line slightly asymmetric and puts its maximum at $\omega_0$.

The velocity spectrum is also the classical absorption line of a mode whose dipole is linear in $x$. A weak driving force $F\cos\omega t$ produces a mean velocity with complex amplitude $-i\omega F/[m(\omega_0^2-\omega^2-i\gamma\omega)]$. The mean absorbed power is half of $F$ times its real part,

$$P=\frac{F^2}{2m}\,\frac{\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2},$$

which is proportional to $S_v$.

## Other ways of plotting the line

The position spectrum $S_x=S_v/\omega^2$ gives more weight to low frequencies. Completing the square in its denominator,

$$(\omega_0^2-\omega^2)^2+\gamma^2\omega^2=(\omega^2-\omega_p^2)^2+\gamma^2\omega_1^2,\qquad \omega_p^2=\omega_0^2-\frac{\gamma^2}{2},$$

since $\omega_0^4-\omega_p^4=\gamma^2\omega_0^2-\gamma^4/4=\gamma^2\omega_1^2$. For $\gamma<\sqrt2\,\omega_0$ the peak is at $\omega_p$. For weak friction $\omega_p\approx\omega_0-\gamma^2/(4\omega_0)$, which at leading order is twice the shift of the ringing frequency. The half-height points satisfy $\omega^2=\omega_p^2\pm\gamma\omega_1$. The lower one exists only if $\gamma\omega_1<\omega_p^2$, that is, for $\gamma$ below about $0.765\,\omega_0$; at stronger friction the spectrum at zero frequency is already above half the maximum. With $u=\gamma\omega_1/\omega_p^2$ the width is

$$\omega_p\left(\sqrt{1+u}-\sqrt{1-u}\right)=\omega_p\left(u+\frac{u^3}{8}+\dots\right)=\frac{\gamma\omega_1}{\omega_p}\left(1+\frac{u^2}{8}+\dots\right).$$

To second order $\omega_1/\omega_p=1-r^2/8+r^2/4=1+r^2/8$, and $u^2/8=r^2/8$. The width is therefore $\gamma(1+r^2/4+\dots)$, and it too is free of a first-order relative correction.

If the magnitude $\sqrt{S_v}$ is plotted instead of the power, half height means a quarter of the power. Then $|\omega^2-\omega_0^2|=\sqrt3\,\gamma\omega$, and the same quadratic equations give a full width $\sqrt3\,\gamma$. A width read from such a plot must be divided by $\sqrt3$ before it is compared with $\gamma$.

## Comparison for the stretch of Li$_2$

Li$_2$ has a soft bond, so $\gamma/\omega_0$ becomes appreciable at moderate friction. Frozen-core CCSD in the def2-TZVPP basis gives a force constant of 0.01519 hartree/bohr$^2$. The reduced mass, taken from the average atomic mass of lithium, is 6325 electron masses. In atomic units

$$\omega_0=\sqrt{0.01519/6325}\approx1.550\times10^{-3},$$

which corresponds to 340.1 cm$^{-1}$, or 64.07 rad/ps. This value is not converged to the digits shown. Correlating the core electrons as well gives 343.1 cm$^{-1}$ in the same basis and 349.1 cm$^{-1}$ in cc-pCVDZ, 3 and 9 cm$^{-1}$ higher. The average mass belongs to no single isotopologue; for $^7$Li$_2$ the same force constant gives 338.3 cm$^{-1}$. The velocity width does not depend on $\omega_0$, and the shifts below, which go as $1/\omega_0$ at leading order, would change by up to about 3 percent. The harmonic model also omits anharmonicity and rotation, and it is classical, although $\hbar\omega_0/k_BT\approx1.6$ for this mode at 300 K. Li$_2$ has no dipole, so the line discussed here is that of the bond velocity in a simulation, not an infrared absorption line.

For $\gamma=10$ ps$^{-1}$ the ratio is $r=10/64.07=0.156$. The predicted width and ringing shift are

$$10\times5.309=53.09\ \mathrm{cm^{-1}},\qquad -\frac{53.09^2}{8\times340.1}=-1.036\ \mathrm{cm^{-1}}.$$

The table gives values measured on numerically computed spectra and on an integrated free oscillation, all in cm$^{-1}$ except $\gamma$.

| $\gamma$ (ps$^{-1}$) | velocity width | ringing shift | position peak shift |
|---:|---:|---:|---:|
| 1 | 5.31 | −0.010 | −0.021 |
| 5 | 26.54 | −0.259 | −0.518 |
| 10 | 53.09 | −1.037 | −2.078 |
| 20 | 106.18 | −4.169 | −8.390 |

The width grows in proportion to $\gamma$, while the velocity peak stays within 0.001 cm$^{-1}$ of $\omega_0$. Between 1 and 10 ps$^{-1}$ the ringing shift grows as the power 2.0007 of $\gamma$. The small excess over 2 comes from the next term of the series, which enlarges the shift by the factor $1+r^2/16$. At 20 ps$^{-1}$ that factor is 1.006 and accounts for the difference between the second-order value, −4.143 cm$^{-1}$, and the measured −4.169 cm$^{-1}$.

The position line is 109.0 cm$^{-1}$ wide at 20 ps$^{-1}$, or 2.7 percent more than $\gamma$; the leading correction $r^2/4$ predicts 2.4 percent. In the overdamped case $\gamma=2.5\,\omega_0$ the velocity width still equals $\gamma$ to the five decimals printed.

A stochastic simulation tests the step from atoms to a vibration. Two atoms of masses 1 and 3 are thermostatted separately with $\gamma=0.10$, in units where $\omega_0=1$. The bond-velocity line has a measured width of 0.099, which agrees within the 8 percent allowed for sampling error. The complete values are in the numerical output, where $\gamma$ is written g.

## Choosing the friction, and where the result fails

To keep the thermostat's contribution to a harmonic line at 1 cm$^{-1}$, one needs $\gamma=2\pi c\times1$ cm$^{-1}=0.188$ ps$^{-1}$. The price is slow thermal contact. Adding the noise input to the earlier energy balance gives, for weak friction,

$$\frac{d\langle E\rangle}{dt}\approx-\gamma\left(\langle E\rangle-k_BT\right),$$

so the mode approaches its thermal energy in a time $1/\gamma$, here about 5.3 ps. As long as the friction is weak, line width and thermalization rate are the same number, and one cannot be reduced without the other.

The derivation needs linear forces. In an anharmonic well the frequency generally depends on energy, and the spread of thermal energies affects the line in ways this model does not contain. For Li$_2$ this is not a small effect. A classical Morse oscillator matched to the second and third derivatives of the same energy curve, at 300 K and $\gamma=1$ ps$^{-1}$, has its velocity line about 5 cm$^{-1}$ lower and about 8 cm$^{-1}$ wide instead of 5.3. That shift is larger than any ringing shift in the table.

It also needs friction without memory. Suppose the friction is $-\int_0^\infty K(t')\,\dot x(t-t')\,dt'$, and let $\tilde K(\omega)=\int_0^\infty K(t)e^{i\omega t}dt=K'+iK''$. The free oscillation $e^{-i\omega t}$ then obeys $\omega^2=\omega_0^2-i\omega\tilde K$, so to first order in $K$

$$\omega\approx\omega_0-\frac{i}{2}\tilde K(\omega_0)=\omega_0+\frac{K''}{2}-\frac{iK'}{2}.$$

For $K(t)=(\gamma/\tau)e^{-t/\tau}$ one finds $\tilde K=\gamma/(1-i\omega\tau)$, and the frequency rises by $\gamma\omega_0\tau/[2(1+\omega_0^2\tau^2)]$, a first-order shift. The time-reversal argument fails here because the reversed motion would need friction that depends on future velocities. As $\tau\to0$ this shift vanishes, and the second-order result for white noise returns.

## Table of computed values

```
width per friction of 1 ps^-1: 5.3088 cm^-1
same with 2 pi forgotten: 33.36 cm^-1
friction for width 1 cm^-1: 0.1884 ps^-1
Li2, frozen-core CCSD/def2-TZVPP:
 average Li mass: 6.940 u
 reduced mass: 6325.4 electron masses
 bond length: 5.150 bohr
 force constant: 0.01519 hartree/bohr^2
 harmonic wavenumber: 340.13 cm^-1
 angular frequency w0: 64.068 rad/ps
 critical friction 2 w0: 128.1 ps^-1
friction 1 ps^-1, g/w0 = 0.0156:
 velocity line full width: 5.309 cm^-1
 ringing shift, trajectory: -0.0104 cm^-1
 ringing shift, 2nd order: -0.0104 cm^-1
 position line peak shift: -0.0207 cm^-1
 position line full width: 5.309 cm^-1
 magnitude-plot full width: 9.195 cm^-1
 amplitude decay rate: 0.5000 ps^-1
friction 5 ps^-1, g/w0 = 0.0780:
 velocity line full width: 26.544 cm^-1
 ringing shift, trajectory: -0.2590 cm^-1
 ringing shift, 2nd order: -0.2589 cm^-1
 position line peak shift: -0.5183 cm^-1
 position line full width: 26.585 cm^-1
 magnitude-plot full width: 45.976 cm^-1
 amplitude decay rate: 2.5000 ps^-1
friction 10 ps^-1, g/w0 = 0.1561:
 velocity line full width: 53.088 cm^-1
 ringing shift, trajectory: -1.0374 cm^-1
 ringing shift, 2nd order: -1.0358 cm^-1
 position line peak shift: -2.0779 cm^-1
 position line full width: 53.419 cm^-1
 magnitude-plot full width: 91.952 cm^-1
 amplitude decay rate: 5.0000 ps^-1
friction 20 ps^-1, g/w0 = 0.3122:
 velocity line full width: 106.177 cm^-1
 ringing shift, trajectory: -4.1687 cm^-1
 ringing shift, 2nd order: -4.1431 cm^-1
 position line peak shift: -8.3897 cm^-1
 position line full width: 109.009 cm^-1
 magnitude-plot full width: 183.904 cm^-1
 amplitude decay rate: 10.0000 ps^-1
largest velocity-peak offset below 0.001 cm^-1: True
power of g in ringing shift: 2.0007
overdamped g/w0 = 2.5: width/g = 1.00000
two-atom simulation, masses 1 and 3, w0 = 1:
 friction 0.10, measured width 0.0990 (units of w0)
```
